# Which electric field appears in the multipolar gauge? A referee's comment

**The argument under review**

The manuscript treats a neutral molecule with a permanent dipole, coupled to one cavity mode. The author diagonalizes the multipolar Hamiltonian and evaluates, in the ground state, the operator

$$F=i\omega A_0\,(a-a^\dagger).$$

The mean value is $0.0059$ atomic units of field, or $3.0\times10^{9}$ V/m. The author concludes that the molecule sits in a static transverse electric field produced by its coupling to the cavity. The reasoning has three steps:

1. In the Coulomb gauge, $F$ is the transverse electric field.
2. The multipolar gauge follows from the Coulomb gauge by a unitary transformation, which cannot change the physics.
3. Therefore $F$ is the transverse electric field in the multipolar gauge too.

I have no objection to the diagonalization, and the first two steps are correct. My objection is to the third. Which physical quantity does $F$ represent after the transformation?

**The model, and what $F$ means in the Coulomb gauge**

I use Hartree atomic units, in which $\varepsilon_0=1/(4\pi)$. One electron of charge $-1$ moves along $x$, and a fixed charge $+1$ sits at $x=0$. The dipole is $d=-x$. The motion is nonrelativistic, and the mode field is taken as uniform over the molecule (dipole approximation). The mode function $u(\mathbf r)$ is real, transverse and normalized, and at the molecule's position $\mathbf r_0$ it points along $x$. The effective mode volume is $V=1/u(\mathbf r_0)^2$. At the molecule the vector potential is

$$A=A_0(a+a^\dagger),\qquad A_0=\sqrt{\frac{2\pi}{\omega V}}.$$

With a potential $V_m(x)$ for the electron, and the constant zero-point energy $\omega/2$ left out, the Coulomb-gauge Hamiltonian is

$$H_C=\tfrac12(p+A)^2+V_m(x)+\omega a^\dagger a .$$

The sign in $p+A$ comes from the negative charge.

The transverse electric field is $E_\perp=-dA/dt=-i[H,A]$. In $H_C$ only $\omega a^\dagger a$ fails to commute with $A$. From $[a^\dagger a,a]=-a$ and $[a^\dagger a,a^\dagger]=a^\dagger$,

$$-i[H_C,A]=-i\omega A_0(a^\dagger-a)=i\omega A_0(a-a^\dagger)=F .$$

This confirms the author's first step. The appearance of $a-a^\dagger$ depends on a phase convention: replacing $a$ by $ia$ turns $F$ into $-\omega A_0(a+a^\dagger)$. The question about its meaning is the same in either convention.

**What the transformation does to $F$**

The Power-Zienau-Woolley (PZW) transformation is here

$$U=e^{-idA}=e^{ixA},\qquad |\psi_M\rangle=U|\psi_C\rangle .$$

A mean value keeps its physical meaning if the operator is transformed along with the state:

$$\langle\psi_C|O|\psi_C\rangle=\langle\psi_M|\,UOU^\dagger\,|\psi_M\rangle .$$

The manuscript transforms the state but keeps the old expression for the field. That would be harmless if $F$ commuted with $U$, which it does not.

To find the transformed operators, write $U=e^{S}$ with $S=ixA$, and use $e^SOe^{-S}=O+[S,O]+\tfrac12[S,[S,O]]+\dots$. The first commutators are

$$[S,p]=iA[x,p]=-A,$$

$$[S,a]=ixA_0[a^\dagger,a]=-ixA_0=iA_0d,$$

$$[S,a^\dagger]=ixA_0[a,a^\dagger]=ixA_0=-iA_0d .$$

Each result contains only $x$ or $A$, which commute with $S$, so all further commutators vanish. Hence

$$UpU^\dagger=p-A,\qquad UaU^\dagger=a+iA_0d,\qquad Ua^\dagger U^\dagger=a^\dagger-iA_0d .$$

The vector potential is unchanged, because the two shifts cancel in $a+a^\dagger$. In the difference $a-a^\dagger$ they add:

$$UFU^\dagger=i\omega A_0\left(a-a^\dagger+2iA_0d\right)=F-2\omega A_0^2d=F-\frac{4\pi}{V}d .$$

The last step uses $A_0^2=2\pi/(\omega V)$. In the multipolar gauge the transverse electric field is therefore

$$E_\perp=F-\frac{4\pi}{V}d. \tag{1}$$

The subtracted term is the transverse polarization. The point dipole has polarization $d\,\delta(\mathbf r-\mathbf r_0)$ along $x$. Its overlap with the mode function is $u(\mathbf r_0)d$, so its component in this mode, taken at the molecule, is $P_\perp=u(\mathbf r_0)^2d=d/V$. The displacement field is defined by $D=\varepsilon_0E+P$, which in these units reads $4\pi D=E+4\pi P$. Equation (1) then says

$$F=E_\perp+4\pi P_\perp=4\pi D_\perp .$$

This answers the question. The same expression in $a$ and $a^\dagger$ represents $E_\perp$ in one gauge and $4\pi D_\perp$ in the other.

**The multipolar Hamiltonian gives the same answer by itself**

The author may prefer an argument that stays within the multipolar gauge. Transforming $H_C$ turns $p+A$ into $p$, and the mode energy becomes

$$\omega(a^\dagger-iA_0d)(a+iA_0d)=\omega a^\dagger a-d\,i\omega A_0(a-a^\dagger)+\omega A_0^2d^2 .$$

The middle term is $-dF$, and $\omega A_0^2=2\pi/V$, so

$$H_M=\tfrac12p^2+V_m(x)+\omega a^\dagger a-dF+\frac{2\pi}{V}d^2 .$$

Now compute $-dA/dt$ from $H_M$. The mode energy contributes $F$, as before. The coupling contributes as well, because

$$[F,A]=i\omega A_0^2[a-a^\dagger,a+a^\dagger]=2i\omega A_0^2 .$$

Thus

$$-i[H_M,A]=F+id\,(2i\omega A_0^2)=F-\frac{4\pi}{V}d ,$$

in agreement with equation (1).

The force on the electron shows the same thing. In this gauge $dx/dt=i[H_M,x]=p$, so $p$ is the velocity. For any function $f(x)$, $i[f,p]=-f'$. With $d=-x$, the $x$-dependent part of $H_M$ is $V_m+xF+(2\pi/V)x^2$, and therefore

$$\frac{dp}{dt}=-V_m'-F-\frac{4\pi}{V}x=-V_m'-\left(F-\frac{4\pi}{V}d\right)=-V_m'-E_\perp .$$

The electron, with charge $-1$, responds to $E_\perp$, although the Hamiltonian couples its dipole to $D_\perp$. The $d^2$ term supplies the difference. If that term is dropped, the force contains $F$, while $-dA/dt$ is still $F-4\pi d/V$. The truncated model then has one field acting on the charge and another obtained from the vector potential.

**The claimed static field**

In a normalized bound eigenstate the mean of any commutator with the Hamiltonian vanishes, provided the mean values involved are finite. Since $E_\perp=-i[H,A]$,

$$\langle E_\perp\rangle=0,\qquad \langle F\rangle=\frac{4\pi}{V}\langle d\rangle .$$

The static value found by the author is thus the molecule's mean polarization, expressed as a field.

The manuscript's figures belong to the following model, with round parameters in atomic units:

$$V_m(x)=\frac{x^2}{8}+\frac{x^3}{20}+\frac{x^4}{100},\qquad \omega=0.5,\qquad V=1000 .$$

I diagonalized $H_C$ and $H_M$ separately in a product basis of 36 oscillator functions for the electron and 16 photon-number states. Both give a ground-state energy of $0.24506$ hartree. Dropping $d^2$ from $H_M$ changes this to $0.23697$ hartree, an error of $-0.0081$ hartree relative to the full Hamiltonian.

The ground-state dipole is $\langle d\rangle=0.4713$ $e\,$bohr, and $4\pi/V=0.012566$ bohr$^{-3}$. Their product is

$$0.012566\times0.4713=0.00592 ,$$

which is the author's field. The mean of $F$ in the Coulomb-gauge ground state, and the mean of $F-4\pi d/V$ in the multipolar one, are both zero to rounding error.

The root-mean-square field would hardly have revealed the problem. It is $0.05658$ for $E_\perp$ and $0.05692$ for the multipolar $F$, a difference of $0.6\%$ relative to the former. Since $F=E_\perp+4\pi d/V$ and $d$ commutes with $E_\perp$, the mean squares differ by $(4\pi/V)^2\langle d^2\rangle+(8\pi/V)\langle E_\perp d\rangle$. Here that difference is $0.056918^2-0.056577^2=3.9\times10^{-5}$, of which the squared mean $0.00592^2=3.5\times10^{-5}$ is the larger part. The remainder, about $4\times10^{-6}$, is the sum of the dipole-variance term and the correlation term. The first alone is of order $(4\pi/V)^2\times1$ bohr$^2=1.6\times10^{-4}$, since the harmonic part of $V_m$ has $\langle x^2\rangle=1$ bohr$^2$, so the two nearly cancel. This cancellation occurs because $\omega$ is close to the electronic gap, and the close agreement is not a general result. At the same $V$ the remainder is $5.8\times10^{-5}$ for $\omega=1$, where the two root-mean-square fields differ by $0.7\%$, and $-1.0\times10^{-4}$ for $\omega=0.1$, where the multipolar $F$ is $4.8\%$ below $E_\perp$.

**Transition amplitudes and photon numbers**

The misidentification also affects quantities that do not need a permanent dipole. Between the two lowest coupled states, $0$ and $1$, separated by $0.4329$ hartree, the relation $E_\perp=-i[H,A]$ requires

$$|\langle0|E_\perp|1\rangle|=0.4329\,|\langle0|A|1\rangle| .$$

The right-hand side is $0.02988$. The multipolar operator $F-4\pi d/V$ gives $0.02988$, and so does $F$ in the Coulomb gauge. In the multipolar gauge $F$ alone gives $0.03986$, which is $33\%$ too large if read as the electric field. A signal taken as proportional to the squared amplitude would be too large by a factor $1.334^2=1.78$. The ratio follows from the Hamiltonian. In $H_M$ only $\omega a^\dagger a$ fails to commute with $F$, and $i[\omega a^\dagger a,F]=\omega^2A_0(a+a^\dagger)=\omega^2A$. For a gap $\Delta$ this gives $\Delta\,|\langle0|F|1\rangle|=\omega^2|\langle0|A|1\rangle|$, while $|\langle0|E_\perp|1\rangle|=\Delta\,|\langle0|A|1\rangle|$. The ratio is therefore $\omega^2/\Delta^2=0.25/0.4329^2=1.334$.

The author also calls $\langle a^\dagger a\rangle=0.0062$ the number of photons in the ground state. The Coulomb-gauge ground state gives $0.0031$ for the same expression. To see what that second number measures, insert the Coulomb-gauge fields:

$$F^2+\omega^2A^2=\omega^2A_0^2\left[(a+a^\dagger)^2-(a-a^\dagger)^2\right]=2\omega^2A_0^2\,(2a^\dagger a+1) .$$

Multiplying by $V/(8\pi)$ and using $A_0^2=2\pi/(\omega V)$ gives $\omega(a^\dagger a+\tfrac12)$. The Coulomb-gauge photon number therefore measures the energy of the transverse electric and magnetic fields of the mode. Its multipolar form is

$$Ua^\dagger aU^\dagger=\frac{V}{8\pi\omega}\left(E_\perp^2+\omega^2A^2\right)-\frac12 ,$$

with $E_\perp$ from equation (1). Evaluated in the multipolar ground state, this again gives $0.0031$. The author's $0.0062$ is the corresponding quantity with $4\pi D_\perp$ in place of $E_\perp$. Neither number counts photons that could leave the cavity, since a ground state has no energy to give up.

**Away from the molecule**

The author might reply that $P$ vanishes outside the molecule, so that there, at least, $F$ is the transverse electric field. This confuses $P$ with $P_\perp$. Even in the one-mode model $P_\perp$ is nonzero where $P$ vanishes, but its correct form in space requires all the modes.

Take a complete set of real transverse modes, with

$$\mathbf F(\mathbf r)=\sum_k i\sqrt{2\pi\omega_k}\,\mathbf u_k(\mathbf r)(a_k-a_k^\dagger),\qquad U=\exp\left(-i\int\mathbf P\cdot\mathbf A\,d^3r\right).$$

Let $P_k=\int\mathbf u_k\cdot\mathbf P\,d^3r$. The earlier commutators, mode by mode, shift $a_k$ by $i\sqrt{2\pi/\omega_k}\,P_k$ and $a_k^\dagger$ by the opposite amount. The field changes by

$$\sum_k i\sqrt{2\pi\omega_k}\,\mathbf u_k(\mathbf r)\;2i\sqrt{\frac{2\pi}{\omega_k}}\,P_k=-4\pi\sum_k\mathbf u_k(\mathbf r)P_k=-4\pi\mathbf P_\perp(\mathbf r),$$

because the sum over all transverse modes reconstructs the transverse part of $\mathbf P$. Hence $\mathbf E_\perp(\mathbf r)=\mathbf F(\mathbf r)-4\pi\mathbf P_\perp(\mathbf r)$ at every point. The derivation needs $\mathbf P$ to depend on particle positions only, so that it commutes with $\mathbf A$. For a point dipole the $P_\perp^2$ energy, which generalizes the $d^2$ term, diverges when all modes are summed, and a short-distance cutoff is needed.

For a neutral system with charge density $\rho$, $\nabla\cdot\mathbf P=-\rho$ and $\nabla\cdot\mathbf E=4\pi\rho$. The field $\mathbf E+4\pi\mathbf P$ then has zero divergence, so $\mathbf D$ is purely transverse and

$$\mathbf F=\mathbf E_\perp+\mathbf E_\parallel+4\pi\mathbf P,\qquad 4\pi\mathbf P_\perp=\mathbf E_\parallel+4\pi\mathbf P .$$

Where $\mathbf P=0$, $\mathbf F$ is the total electric field, including the Coulomb field $\mathbf E_\parallel$. It is still not $\mathbf E_\perp$.

A smooth dipole of moment $1$ $e\,$bohr shows the sizes. Let its polarization be the normalized Gaussian $e^{-r^2/2}/(2\pi)^{3/2}$, with $r$ in bohr. I obtained $4\pi P_\perp$ on the dipole axis from a numerical integral over wave vectors, and $E_\parallel$ from finite differences of the Coulomb potential. All values are in atomic units of field.

| $z$ (bohr) | $4\pi P$ | $E_\parallel$ | $4\pi P_\perp$ |
|---|---|---|---|
| 1.5 | 0.2590 | 0.0241 | 0.2832 |
| 10 | below $10^{-21}$ | 0.0020 | 0.0020 |

At $10$ bohr the polarization has vanished for every practical purpose, but its transverse part has not. The value agrees with the field of a point dipole: on the axis the potential is $d/z^2$, so the field is $2d/z^3=0.0020$.

With all modes included, a static mean of $\mathbf F$ outside a molecule in its ground state is therefore the molecule's own Coulomb field (in free space; with conducting walls it also contains the field of the charge induced on them). The one-mode model replaces this decaying field by $4\pi u(\mathbf r)u(\mathbf r_0)\langle d\rangle$, which has the shape of the mode and extends through the whole cavity.

**When the distinction can be neglected**

Reading the multipolar $F$ as $E_\perp$ is a good approximation where $4\pi P_\perp$ is small compared with the field of interest. In the one-mode model the mean shift is $4\pi\langle d\rangle/V$, which scales as $1/V$ at fixed dipole. The volume of $1000$ bohr$^3$ is a model choice that makes it visible. It is about $10^{-6}$ of the cube of half a wavelength, far below the volume of a mode of an empty cavity, so the numbers above describe the model and not such a cavity. An effective volume $V$ equal to the cube of half a wavelength, which is $861$ bohr at this frequency, would reduce the shift for the same dipole to $9\times10^{-9}$ atomic units. A small shift does not make every relative error small: the amplitude ratio $\omega^2/\Delta^2$ found above approaches $1$ at large $V$ only for transitions whose gap approaches $\omega$; for the lowest transition here the gap tends to the bare value $0.4736$ hartree and the ratio to $1.11$. The small number also describes one mode only. Near the molecule many modes contribute, and their sum restores the dipole field found above.

**Changes requested**

The claim of a static transverse field should be withdrawn. Means and transition amplitudes of the electric field should be recomputed with equation (1), and the $d^2$ term should be kept. If the author wishes to report $F$ itself, it should be labelled $4\pi D_\perp$. The photon number should be given with the gauge in which $a^\dagger a$ is evaluated, or replaced by the expression in terms of $E_\perp$ and $A$.
